Percolation at the median energy: two dimensions against three

Carriers in a disordered semiconductor film need a connected path from one contact to the other. If the potential fluctuates by 30 meV about its median, it is tempting to place the energy at which such a path opens at the median, whatever the thickness. In the classical model computed below, this misplaces the level of a 40 nm film by about 24 meV, and the Boltzmann factor at 100 K by a factor of roughly 15. Another mistake is to think that a low-energy path from one contact to the other must block every high-energy path running crosswise to it. That is true in the plane, but it fails in space.

Let V(r) be a smooth random potential with median 0. At energy E the low region is {V < E}, where a classical particle may move, and the high region is {V > E}. A region percolates if it has an infinite connected part; in a finite sample it spans if it joins two opposite faces.

**A landscape that can be solved**

Take first a periodic potential, in dimensionless units:

U₂ = cos x + cos y = 2 cos[(x+y)/2] cos[(x−y)/2].

Shifting x and y by π turns U₂ into −U₂, so positive and negative values occupy equal areas and the median is 0.

For E > 0 the low region spans. On the line y = π we have U₂ = cos x − 1 ≤ 0, so the whole line is low. For E < 0 it does not span. The product form shows that U₂ vanishes on all the lines x+y = π + 2πk and x−y = π + 2πk, with k an integer. These lines enclose every minimum in a diamond, and a region with U₂ < E < 0 cannot cross them. The low threshold is therefore 0. By the shift, the high region spans for E < 0 and not for E > 0. One region takes over at the energy where the other gives way.

Now add a third direction:

U₃ = cos x + cos y + cos z.

A shift of all three coordinates by π reverses its sign, so the median is again 0. On the line y = z = π,

U₃ = cos x − 2 ≤ −1,

and the low region spans for every E > −1. For E < −1 it is confined, because on the plane x = 0

U₃ = 1 + cos y + cos z ≥ −1,

and the same holds on every plane where one coordinate is a multiple of 2π. These planes box in each minimum. The low threshold is −1 and, by the shift, the high threshold is +1. For −1 < E < 1 both regions span. Sign symmetry still holds, but it now relates two different thresholds instead of fixing a single one.

The saddles show the local reason. Near (0, π), with y′ = y − π,

U₂ ≈ −x²/2 + y′²/2.

As E rises through 0, two low pieces join along x, and the high piece that lay between them is cut in two. Near (0, π, π), with z′ = z − π,

U₃ ≈ −1 − x²/2 + (y′² + z′²)/2.

Here too two low pieces join along x, but the high region surrounds the new channel as a ring and stays connected. High pieces are separated at the other kind of saddle, such as (0, 0, π), where U₃ = +1 and two directions curve downwards. Reversing the sign of the potential turns a planar saddle into another planar saddle, whereas in space it exchanges the two kinds.

**From the periodic landscape to a random one**

In a random plane the saddles lie at many energies, so a global argument is needed. Consider a square and an energy E at which the contour V = E has no crossing points. Take its left side together with all low pieces attached to it. If this set does not reach the right side, one can walk along its far edge from bottom to top through high ground. If it does reach the right side, no such walk exists, because it would have to cross the low path. Hence one and only one of these events occurs, and

P_low(left–right, E) + P_high(top–bottom, E) = 1.

This duality needs no symmetry. Now assume that the whole random field −V has the same statistics as V, and that the statistics are unchanged by translations, by reflections of x or y, and by exchange of x and y. At E = 0, sign reversal gives P_high(top–bottom) = P_low(top–bottom), and exchange of the axes makes this equal to P_low(left–right). The two terms are equal, so

P_low(left–right, 0) = 1/2

for a square of any size.

To turn this into a statement about the infinite plane, four further properties are assumed. At a given energy, an infinite cluster of either kind exists with probability 0 or 1; this excludes, for example, a random constant added to the whole potential. Events favoured by lower V are positively correlated with each other, and likewise those favoured by higher V. There is at most one infinite cluster of each kind. Below the low threshold E_c, the crossing probability of large squares tends to zero.

Suppose first that E_c < 0, and choose E between E_c and 0. The low region percolates at E. By sign symmetry {V > |E|} percolates too, and it is part of {V > E}. Infinite low and high clusters then coexist. Choose a square so large that each of them meets it with probability at least 1 − δ. Let a be the probability that an infinite low path leaves from a given side and stays outside the square; by symmetry a is the same for all four sides. Positive correlation of the four failures gives

(1 − a)⁴ ≤ P(no side has such a path) ≤ δ, so a ≥ 1 − δ^(1/4).

The same bound holds for high paths. With probability at least 1 − 4δ^(1/4), which is positive for small δ, low paths leave from the left and right while high paths leave from the top and bottom. Outside the square the high paths keep the two low paths apart. If there is one infinite low cluster, these must join through the square, but that connection separates the two high paths and leaves two infinite high clusters. This contradicts uniqueness, so E_c ≥ 0.

Suppose instead that E_c > 0. Then E = 0 lies below threshold and the crossing probability would tend to zero, whereas it is 1/2 at every size. Therefore E_c = 0.

I take as random example a Gaussian field with covariance σ² exp(−r²/2ξ²), where σ is the rms potential and ξ the correlation length. In 400 samples of each size, the crossing probability at the median was 0.55, 0.48 and 0.46 for squares of edge 8ξ, 16ξ and 32ξ. The statistical error is 0.025, so all three lie within two standard errors of 1/2. The sample-to-sample spread of the threshold fell from 0.45σ to 0.18σ between the smallest and largest squares: the transition sharpens about the median.

**What sign symmetry has to mean**

A symmetric histogram of V is not enough. Take two independent Gaussian fields G₁ and G₂ of unit variance, form the speckle intensity I = (G₁² + G₂²)/2, and relabel its values by an increasing function so that their histogram becomes a normal distribution. The histogram is now symmetric, but the spatial pattern is not: I reaches its minimum value, zero, at isolated points where both fields vanish, and its maxima have no such common value. In squares of edge 32ξ, with ξ the correlation length of G₁ and G₂, the low region crossed at the median with probability 0.94. The mean threshold was −0.20σ, which corresponds to a low area fraction of 0.42.

Conversely, an increasing function f may distort a fully sign-symmetric field without harm. The regions {f(V) < f(E)} and {V < E} are the same, so the threshold remains at the median although the histogram may become very lopsided.

**Why both regions span in space**

In three dimensions a low path from left to right does not block a high path, which can pass over or under it. The planar result even shows that both regions are almost certain to span a large cube at the median. Cut a large cube into n parallel slices, far enough apart to be independent, each with the planar symmetries assumed above. Each slice is crossed from left to right by the low region with probability 1/2, and by the high region with probability 1/2. The chance that no slice has a low crossing is 2⁻ⁿ, and the same holds for high crossings. Hence

P(both span at E = 0) ≥ 1 − 2·2⁻ⁿ.

For a finite correlation range, n grows in proportion to the edge of the cube, and the probability tends to 1. With four slices the bound is 0.875; for the slices alone the true probability is hardly larger, about 0.876. The slices happened to supply both crossings in all 24 computed cubes of edge 16ξ, a lucky draw with a chance of about 4%. The full cube offers further paths between the slices, which can only raise the probability.

This argument concerns E = 0. It does not prove that a window of finite width survives at infinite size. The evidence given here for that is numerical: the mean low and high thresholds were −1.08σ and 1.17σ for edge 8ξ, and −1.12σ and 1.19σ for edge 16ξ, with errors of 0.04σ to 0.07σ. The window shows no sign of closing. Sign symmetry makes the two thresholds equal in magnitude on average, so their difference is sampling noise. At the larger size the low region spans when it fills about 13% of the volume. This value still drifts with size: larger sample sets give −1.09σ (14%) at edge 16ξ and −1.19σ (12%) at edge 24ξ, each to about ±0.015σ, so the window is still widening. These are spanning levels of finite cubes, not extrapolated thresholds.

**A film between the two limits**

Let σ = 30 meV and ξ = 10 nm, and consider lateral spanning across a square of edge 160 nm. The mean percolation level, measured from the median, is −0.5 ± 1.8 meV in a single plane, −18 meV at 20 nm thickness, −24 meV at 40 nm and −33 meV at 160 nm, the last three with sampling errors of 1.2 to 1.5 meV. Added thickness keeps every old path and offers new ones, so the level of a given sample cannot rise.

At fixed Fermi level and fixed median, the lower level of the 40 nm film raises the Boltzmann factor relative to a level at the median by

exp(23.7/8.62) ≈ 16 at 100 K, and exp(23.7/25.85) ≈ 2.5 at 300 K.

The error of ±1.3 meV in the level spreads the factor at 100 K from about 13 to 18. This is a ratio of activation factors, not a computed mobility ratio. At 300 K, kT is 0.86σ, so carriers sample a broad range of energies and the threshold is no sharp feature of the current.

Quantum confinement restores the planar result in thin films. For hard walls a distance t apart and mass m, the lowest two subbands are separated by 3π²ħ²/(2mt²). With m = 0.3 electron masses this is 38 meV at 10 nm, more than σ, but 2.4 meV at 40 nm. When the spacing is large, the electron feels V averaged over its fixed profile across the film. That average is again a sign-symmetric planar field, so its classical threshold returns to its own median, apart from the uniform confinement energy. Zero-point motion within the plane, discussed below, adds a further shift. The classical value of −11 meV at 10 nm should therefore not be trusted.

Tunnelling through the saddles also limits the classical picture. The fourth derivative of the covariance at r = 0 gives a mean square curvature 3σ²/ξ⁴, and its square root, taken as the curvature at a typical saddle, gives the estimate

ħω = ħ[√3 σ/(mξ²)]^(1/2) ≈ 11.5 meV.

A carrier whose energy lies well below the top of an inverted parabola tunnels through with probability of about exp(−2π × depth/ħω), where the depth is measured from the top. Thermal excitation from that energy to the top costs a factor exp(−depth/kT) instead. The two are equal at kT = ħω/2π, or about 21 K. Tunnelling dominates below that.

Zero-point motion raises the lowest level of a channel. A low channel through a saddle in space is narrow in two directions, and for saddles of this field near the percolation level a harmonic estimate of the zero-point energy gives about 13 meV. This is more than half of the 24 meV shift at 40 nm, so the classical level is not the energy of the lowest quantum channel. The effect on thermally activated flow is smaller, because higher transverse levels also carry current. For a transverse quantum ħΩ, summing the Boltzmann factors of all levels gives 1/(2 sinh u), with u = ħΩ/2kT, where the classical result is 1/(2u). Each transverse direction thus multiplies the classical flow over the saddle by u/sinh u. With ħΩ = 13 meV in both directions, the product is about 0.8 at 100 K and 0.98 at 300 K. The classical picture becomes more reliable for a higher temperature, a larger mass or a longer ξ.

These parameters are meant as rough values for an amorphous In-Ga-Zn oxide channel, where potential fluctuations of tens of meV and thicknesses of tens of nm are reasonable. The length ξ is the least certain, and 10 nm is a choice that favours the classical model: since ħω varies as 1/ξ, a length of 3 nm would give 38 meV, above σ. The assumption most clearly broken in a switched-on transistor is that carriers leave V unchanged. Filling one subband up to the median takes 1.5 × 10¹² cm⁻², a density such devices reach. With relative permittivity 10, the screening length in the degenerate, low-temperature limit is then ℓ = 0.88 nm. Linear screening in a sheet divides a component of wavenumber q by 1 + 1/(qℓ), which is about 12 for q = 1/ξ. Summed over all wavenumbers of V, this reduces an unscreened σ of 30 meV to roughly 3 meV. At 300 K the same density is not degenerate: ℓ is then about 2.4 nm, and σ falls to roughly 7 meV. The shifts of the percolation level shrink as well. This is only an estimate, since linear screening fails where the sheet is empty, and uneven filling also breaks the sign symmetry. The example thus applies to dilute carriers, well below about 10¹¹ cm⁻² at 100 K, where the Debye length of a uniform sheet would equal ξ. The remaining values are in the numerical output.

Numbers as computed

```
Field correlation at distance xi: 0.606
2D saddle, (low, high) pieces: below (2, 1), above (1, 2)
3D saddle, (low, high) pieces: below (2, 1), above (1, 1)
2D cosine landscape thresholds: low -0.00, high 0.00
3D cosine landscape thresholds: low -1.00, high 1.00
2D L=8 xi: P(low crosses) at E=-0.3,0,0.3 sigma: 0.260 0.547 0.757; threshold spread 0.446 sigma
2D L=16 xi: P(low crosses) at E=-0.3,0,0.3 sigma: 0.117 0.477 0.853; threshold spread 0.272 sigma
2D L=32 xi: P(low crosses) at E=-0.3,0,0.3 sigma: 0.037 0.458 0.943; threshold spread 0.176 sigma
2D samples per size: 400; duality checked on 100 of each size
2D mapped speckle, L=32 xi: P(low crosses) at median 0.940
2D mapped speckle threshold: -0.198 +- 0.012 sigma, area fraction 0.421
3D L=8 xi: low threshold -1.078 +- 0.065, high 1.174 +- 0.061 sigma; both span at 0: 1.000
3D L=16 xi: low threshold -1.115 +- 0.039, high 1.190 +- 0.040 sigma; both span at 0: 1.000
3D samples: 24; volume fraction at low threshold, L=16 xi: 0.132
Independent slices per cube: 4; bound on P(both): 0.875; found within slices alone: 1.000
Film: sigma 30 meV, xi 10 nm, mass 0.3 m_e, permittivity 10
Thickness 0 nm: percolation level -0.5 +- 1.8 meV
Thickness 10 nm: percolation level -11.2 +- 1.6 meV; subband spacing 37.60 meV
Thickness 20 nm: percolation level -17.7 +- 1.5 meV; subband spacing 9.40 meV
Thickness 40 nm: percolation level -23.7 +- 1.3 meV; subband spacing 2.35 meV
Thickness 160 nm: percolation level -33.4 +- 1.2 meV; subband spacing 0.15 meV
Coexistence window, 160 nm cube: -33.4 to 35.7 meV
T=300 K: kT 25.85 meV, kT/sigma 0.86, Boltzmann factor of 40 nm film 2.5
T=300 K: density with Debye length xi 2.86e+11 cm^-2
T=100 K: kT 8.62 meV, kT/sigma 0.29, Boltzmann factor of 40 nm film 15.7
T=100 K: density with Debye length xi 9.52e+10 cm^-2
Saddle quantum hbar*omega: 11.5 meV; tunnelling crossover 21 K
Density filling one subband to the median: 1.50e+12 cm^-2
Thomas-Fermi screening length when degenerate: 0.88 nm
Drive field 0.001 MV/cm: potential drop over xi 1.00 meV
```
